# The Mehrstellen operator B is singular at the three-dimensional zone corner: test program

```python
# Mehrstellen scheme (-A + B V) psi = eps B psi in 3D, Rydberg units (kinetic = -Laplacian).
# A = [-24 u0 + 2 faces + edges]/(6 h^2),  B = [6 u0 + faces]/12,  theta_i = k_i h,
# s_i = sin^2(theta_i/2); symbols a = (4/h^2)[sum s - (2/3) sum s_i s_j] of -A, b = 1 - sum s/3.
# Under test: b = 0 only at the corner (pi,pi,pi) where a = 4/h^2; B is singular iff that mode
# is allowed; then the pencil has one infinite eigenvalue and M-1 real ones (corner mode w
# projected out); the largest finite T = a/b grows as N^2; B^-1 decays as 3/(pi R).
import numpy as np, sympy as sy, scipy.sparse as sp, scipy.linalg as la
from scipy.sparse.linalg import splu
from scipy.special import ive, mathieu_a
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, hbar
pi = np.pi
RY_EV = pc['Rydberg constant times hc in eV'][0]
T_AS = hbar / pc['Rydberg constant times hc in J'][0] * 1e18

def hop(n, twist):  # neighbour sum on a line; twist None means Dirichlet
    S = np.diag(np.ones(n - 1, complex), 1)
    if twist is not None:
        S[n - 1, 0] = np.exp(1j * twist)
    return np.real_if_close(S + S.conj().T)
def lift(mats):
    out = []
    for i, m in enumerate(mats):
        f = [sp.csr_matrix(m) if j == i else sp.identity(x.shape[0]) for j, x in enumerate(mats)]
        r = f[0]
        for g in f[1:]:
            r = sp.kron(r, g, format='csr')
        out.append(r)
    return out
def stencils(ns, h, tw=(0., 0., 0.)):
    X, Y, Z = lift([hop(n, t) for n, t in zip(ns, tw)])
    I = sp.identity(X.shape[0])
    return (24*I - 2*(X+Y+Z) - (X@Y + Y@Z + Z@X)) / (6*h*h), (6*I + X + Y + Z) / 12
def symbols(th, h):
    x, y, z = np.meshgrid(*[np.sin(t / 2)**2 for t in th], indexing='ij')
    return 4/h**2 * (x+y+z - 2/3*(x*y + y*z + z*x)), 1 - (x+y+z) / 3
def phases(n, t):
    return pi*np.arange(1, n+1)/(n+1) if t is None else (2*pi*np.arange(n) + t) / n
def kinetic(n, h):  # periodic T with the corner entry set to zero
    a, b = symbols([phases(n, 0.)]*3, h)
    ok = b > 1e-12
    return np.where(ok, a / np.where(ok, b, 1), 0.)
def planewave(n, h, V):
    m = np.indices((n, n, n)).reshape(3, -1)
    d = (m[:, :, None] - m[:, None, :]) % n
    H = (np.fft.fftn(V) / n**3)[d[0], d[1], d[2]] + np.diag(kinetic(n, h).ravel())
    return H, (np.ravel_multi_index((n//2,)*3, (n,)*3) if n % 2 == 0 else None)
def drop(H, c):
    return H if c is None else np.delete(np.delete(H, c, 0), c, 1)
def checker(n):
    return ((-1.)**np.indices((n, n, n)).sum(0)).ravel() / n**1.5
def tmax(n, h):
    u = np.sin(pi/n)**2 if n % 2 == 0 else np.sin(pi/(2*n))**2
    return 12/h**2*(1 + u/3)/u if n % 2 == 0 else 4/h**2*(1 + u - 2*u*u)/u

# symbolic: uniqueness of weights, error term, orthorhombic order
t, a0, a1, a2, b0, b1 = sy.symbols('t a0 a1 a2 b0 b1')
th, g = sy.symbols('x y z'), sy.symbols('g1 g2 g3')
c = [sum((-1)**n*(t*v)**(2*n)/sy.factorial(2*n) for n in range(4)) for v in th]
pairs = [(0, 1), (1, 2), (0, 2)]
k2 = sum((t*v)**2 for v in th)
aS = a0 + 2*a1*sum(c) + 4*a2*sum(c[i]*c[j] for i, j in pairs)
bS = b0 + 2*b1*sum(c)
res = sy.expand(aS - bS*k2)
eqs = [b0 + 6*b1 - 1]
for n in (0, 2, 4):
    eqs += sy.Poly(res.coeff(t, n), *th).coeffs()
sol = sy.solve(eqs, [a0, a1, a2, b0, b1], dict=True)
R = sy.Rational
assert sol == [{a0: 4, a1: -R(1, 3), a2: -R(1, 6), b0: R(1, 2), b1: R(1, 12)}]
print("forced weights of -A h^2 and B:", sol[0])
T6 = -sum(v**6 for v in th)/240 + sum(p**4*q**2 for p in th for q in th if p != q)/144
assert sy.expand(res.subs(sol[0]).coeff(t, 6) - T6) == 0
sg = [2 - 2*v for v in c]
ro = sy.expand(sum(g[i]*sg[i] for i in range(3)) - sum((g[i]+g[j])*sg[i]*sg[j] for i, j in pairs)/12
               - (1 - sum(sg)/12)*sum(g[i]*(t*th[i])**2 for i in range(3)))
assert all(sy.expand(ro.coeff(t, n)) == 0 for n in (0, 2, 4))

# dimension dependence, boundary conditions, corner value of -A
for d in (1, 2, 3):
    B = sum(lift([hop(6, 0.)]*d)).toarray()/12 + (1 - d/6)*np.eye(6**d)
    bm = la.eigvalsh(B)[0]
    assert abs(bm - (1 - d/3)) < 1e-12
    print(f"d={d} even periodic: min eig B = {abs(bm):.6f}")
h = 0.5
cases = [("6,6,6 periodic", (6, 6, 6), (0.,)*3, 1, 0.), ("6,6,5 periodic", (6, 6, 5), (0.,)*3, 0, np.sin(pi/10)**2/3),
         ("7,7,7 periodic", (7,)*3, (0.,)*3, 0, np.sin(pi/14)**2), ("5,5,5 twist pi", (5,)*3, (pi,)*3, 1, 0.),
         ("6,6,5 twist 0,0,pi", (6, 6, 5), (0., 0., pi), 1, 0.), ("6,6,6 twist pi", (6,)*3, (pi,)*3, 0, np.sin(pi/12)**2),
         ("6,6,6 Dirichlet", (6,)*3, (None,)*3, 0, np.sin(pi/14)**2)]
for name, ns, tw, null, bmin in cases:
    K, B = [m.toarray() for m in stencils(ns, h, tw)]
    a, b = symbols([phases(n, x) for n, x in zip(ns, tw)], h)
    eb = la.eigvalsh(B)
    assert np.allclose(eb, np.sort(b.ravel()), atol=1e-12)
    assert np.allclose(la.eigvalsh(K), np.sort(a.ravel()), atol=1e-11)
    assert (abs(eb) < 1e-10).sum() == null and abs(eb[0] - bmin) < 1e-12
    if not null:
        assert np.allclose(la.eigvalsh(K, B), np.sort((a/b).ravel()), rtol=1e-9, atol=1e-9)
    print(f"{name}: nullity B = {(abs(eb) < 1e-10).sum()}, min eig B = {abs(eb[0]):.6f}")
K7, B7 = [m.toarray() for m in stencils((7,)*3, h)]
assert abs(la.eigvalsh(K7, B7)[-1]/tmax(7, h) - 1) < 1e-10
N = 6
K, B = [m.toarray() for m in stencils((N,)*3, h)]
w = checker(N)
assert la.norm(B@w) < 1e-13 and la.norm(K@w - 4/h**2*w) < 1e-12
Tp = la.pinvh(B, atol=1e-10) @ K
assert abs(la.eigvalsh((Tp + Tp.T)/2)[-1]/tmax(N, h) - 1) < 1e-10
gi = 1/np.array([.4, .5, .7])**2
D = [2*np.eye(N**3) - m.toarray() for m in lift([hop(N, 0.)]*3)]
Ko = sum(gi[i]*D[i] for i in range(3)) - sum((gi[i]+gi[j])*D[i]@D[j] for i, j in pairs)/12
assert la.norm(Ko@w - 4/3*gi.sum()*w) < 1e-11
print(f"h = {h} bohr: corner value of -A = {w@K@w:.4f} Ry")

# pencil with random potential containing a checkerboard part
V = np.random.default_rng(1).uniform(-2, 2, N**3) + 0.5*np.sign(w)
(al, be), vec = la.eig(K + B*V, B, homogeneous_eigvals=True)
fin = abs(be) > 1e-9*abs(al)
ev = al[fin]/be[fin]
H, cn = planewave(N, h, V.reshape(N, N, N))
ref = la.eigvalsh(drop(H, cn))
assert (~fin).sum() == 1 and abs(ev.imag).max() < 1e-7
assert np.allclose(np.sort(ev.real), ref, rtol=1e-9, atol=1e-8)
ov = abs(w @ (vec[:, fin]/la.norm(vec[:, fin], axis=0))).max()
assert ov < 1e-9
def pade1(n, h):
    C = hop(n, 0.)
    T = la.solve((10*np.eye(n) + C)/12, 2*np.eye(n) - C)/h**2
    return (T + T.T)/2
Tc = sum(lift([pade1(N, h)]*3)).toarray()
assert abs(la.eigvalsh(Tc)[-1] - 18/h**2) < 1e-10
P1 = (10*np.eye(N) + hop(N, 0.))/12
bprod = la.eigvalsh(np.kron(P1, np.kron(P1, P1)))[0]
assert abs(bprod - 8/27) < 1e-12
ovc = abs(w @ la.eigh(Tc + np.diag(V))[1][:, 0])
assert ovc > 1e-3
print(f"random V, N=6: infinite {(~fin).sum()}, finite {fin.sum()}, max |<w|psi>| = {ov:.0e}")
print(f"axis-wise compact: ground |<w|psi>| = {ovc:.2e}, min product B = {bprod:.6f}")
phi = 0.06
Kt, Bt = [m.toarray() for m in stencils((N,)*3, h, (phi, 0., 0.))]
et = np.sort(la.eigvals(Kt + Bt*V, Bt).real)
top = 48/(h*phi/N)**2
assert abs(et[-1]/top - 1) < 1e-3 and abs(et[0] - ref[0]) < 1e-3
print(f"twist {phi}: top {et[-1]:.5e} Ry, 48/(hq)^2 {top:.5e} Ry, ground shift {et[0]-ref[0]:.2e} Ry")

# inverse of B on the infinite grid
yn, yw = np.polynomial.legendre.leggauss(30)
yn, yw = 0.05*(yn + 1), 0.05*yw
def green(*n):
    f = lambda u: ive(n[0], u)*ive(n[1], u)*ive(n[2], u)
    near = quad(f, 0, 100, epsabs=1e-12, epsrel=1e-12, limit=300)[0]
    return 6*(-1)**sum(n)*(near + np.sum(yw*f(1/yn**2)*2/yn**3))
G0 = green(0, 0, 0)
assert abs(G0/2 + green(1, 0, 0)/2 - 1) < 1e-8
assert abs(6*green(2, 1, 0) + green(3, 1, 0) + green(1, 1, 0) + green(2, 2, 0)
           + green(2, 0, 0) + 2*green(2, 1, 1)) < 1e-7
zs = {n: np.mean(1/symbols([phases(n, 0.)]*3, 1.)[1]) for n in (31, 63)}
ext = (63*zs[63] - 31*zs[31])/32
assert abs(ext - G0) < 1e-4
print(f"mean 1/b: N=31 {zs[31]:.5f}, N=63 {zs[63]:.5f}, extrapolated {ext:.5f}, Bessel {G0:.5f}")
dev = []
for r in (5, 10, 20):
    gr, asy = green(r, 0, 0), 3*(-1)**r/(pi*r)
    dev.append(abs(gr/asy - 1))
    print(f"B^-1({r},0,0) = {gr:.6f}, asymptote {asy:.6f}")
assert dev[0] > dev[1] > dev[2] and dev[1] < 5e-3 and dev[2] < 1.5e-3
assert abs(green(6, 6, 6)*pi*np.sqrt(108)/3 - 1) < 5e-3
Bi = la.inv((10*np.eye(30) + hop(30, 0.))/12)
assert abs(Bi[0, 3]/Bi[0, 2] + 5 - 2*np.sqrt(6)) < 1e-10
print(f"1D kernel ratio per site = {Bi[0, 3]/Bi[0, 2]:.6f}")

# spectral bound and explicit time step at fixed h
rk4 = lambda y: abs(sum((-1j*y)**n/f for n, f in enumerate((1, 1, 2, 6, 24)))) - 1
ylim = brentq(rk4, 2, 3.5)
assert abs(ylim - 2*np.sqrt(2)) < 1e-9
print(f"RK4 limit {ylim:.6f}; hbar/Ry = {T_AS:.4f} as; Ry = {RY_EV:.5f} eV; h = {h} bohr")
for n in (15, 16, 31, 32, 63, 64):
    tm, asy = kinetic(n, h).max(), (16 if n % 2 else 12)*n*n/(pi*h)**2
    assert abs(tm/tmax(n, h) - 1) < 1e-9 and abs(tm/asy - 1) < 8/n**2
    print(f"N={n}: Tmax {tm:.1f} Ry, N^2 law {asy:.1f} Ry, dt {ylim/tm:.3e} hbar/Ry")
print(f"N=63 dt = {ylim/tmax(63, h)*T_AS:.5f} as; continuum corner 3pi^2/h^2 = {3*pi**2/h**2:.2f} Ry")
tc = la.eigvalsh(Tc)[-1]
print(f"axis-wise compact: Tmax {tc:.2f} Ry, dt {ylim/tc:.3e} hbar/Ry = {ylim/tc*T_AS:.4f} as")

# worked example: V = -V0 sum cos(2 pi x_i / L)
V0, L = 2.0, 6.0
Gv, m = 2*pi/L, np.arange(-20, 21)
e1, c1 = la.eigh(np.diag((Gv*m)**2) - V0/2*hop(41, None))
assert abs(e1[0] - mathieu_a(0, 2*V0/Gv**2)*Gv**2/4) < 1e-8
Eref, p = 3*e1[0], c1[:, 0]**2
m2, m4, m6 = [p @ (Gv*m)**n for n in (2, 4, 6)]
coef = -3*m6/240 + 6*m4*m2/144
print(f"V0 = {V0} Ry, L = {L} bohr, G = {Gv:.6f} 1/bohr, 1D level {e1[0]:.7f} Ry")
print(f"continuum ground E = {Eref:.7f} Ry = {Eref*RY_EV:.5f} eV")
print(f"<k^2> {m2:.5f} bohr^-2, <k^4> {m4:.5f} bohr^-4, <k^6> {m6:.5f} bohr^-6")
print(f"predicted err/h^4: Mehrstellen {coef:.6f}, axis-wise {-3*m6/240:.6f} Ry/bohr^4")
scaled = []
for n in (8, 9, 12, 13, 16):
    hh, v1 = L/n, -V0*np.cos(2*pi*np.arange(n)/n)
    V3 = v1[:, None, None] + v1[None, :, None] + v1[None, None, :]
    K, B = stencils((n,)*3, hh)
    shift = Eref - 0.05
    lu = splu((K + B@sp.diags(V3.ravel() - shift)).tocsc())
    x = np.ones(n**3)
    for _ in range(14):
        x /= la.norm(x)
        y = lu.solve(B@x)
        E, x = shift + 1/(x@y), y
    scaled.append((E - Eref)/hh**4)
    print(f"N={n}: h {hh:.5f} bohr, E {E:.7f} Ry, err {E-Eref:.3e} Ry, err/h^4 {scaled[-1]:.6f}")
    if n < 10:
        H, cn = planewave(n, hh, V3)
        lev = la.eigvalsh(drop(H.real, cn))
        assert abs(lev[0] - E) < 1e-9 and abs(lev[-1]/tmax(n, hh) - 1) < 1e-2
        print(f"   finite levels {len(lev)}, top {lev[-1]:.3f} Ry, free Tmax {tmax(n, hh):.3f} Ry")
        if cn is not None:
            es, vs = la.eigh(H.real)
            j = np.argmax(abs(vs[cn]))
            est = -6*(V0/2)**2/tmax(n, hh)
            assert abs(vs[cn, j]) > 0.99 and abs(es[j]/est - 1) < 0.02
            print(f"   T(corner)=0 unprojected: spurious {es[j]:.5f} Ry (2nd order {est:.5f}), {j} levels below")
assert all(scaled[i] < scaled[i+1] < coef for i in range(4))
assert abs(scaled[-1]/coef - 1) < 0.1
sel = abs(m) <= 7
a, b = symbols([Gv*m[sel]*hh]*3, hh)
ks, ps = (Gv*m[sel])**2, p[sel]
first = np.einsum('i,j,k,ijk', ps, ps, ps, a/b - ks[:, None, None] - ks[None, :, None] - ks[None, None, :])
assert abs(first/(E - Eref) - 1) < 0.02
Ec = 3*la.eigvalsh(pade1(n, hh) + np.diag(v1))[0]
assert abs((Ec - Eref)/hh**4/(-3*m6/240) - 1) < 0.1
print(f"N=16: first order with full symbol {first:.3e} Ry; err = {(E-Eref)*RY_EV*1e3:.3f} meV")
print(f"N=16 axis-wise compact: E {Ec:.7f} Ry, err {Ec-Eref:.3e} Ry")
print("all assertions hold")
```

Running it gives:

```
forced weights of -A h^2 and B: {a0: 4, a1: -1/3, a2: -1/6, b0: 1/2, b1: 1/12}
d=1 even periodic: min eig B = 0.666667
d=2 even periodic: min eig B = 0.333333
d=3 even periodic: min eig B = 0.000000
6,6,6 periodic: nullity B = 1, min eig B = 0.000000
6,6,5 periodic: nullity B = 0, min eig B = 0.031831
7,7,7 periodic: nullity B = 0, min eig B = 0.049516
5,5,5 twist pi: nullity B = 1, min eig B = 0.000000
6,6,5 twist 0,0,pi: nullity B = 1, min eig B = 0.000000
6,6,6 twist pi: nullity B = 0, min eig B = 0.066987
6,6,6 Dirichlet: nullity B = 0, min eig B = 0.049516
h = 0.5 bohr: corner value of -A = 16.0000 Ry
random V, N=6: infinite 1, finite 215, max |<w|psi>| = 9e-16
axis-wise compact: ground |<w|psi>| = 5.90e-03, min product B = 0.296296
twist 0.06: top 1.92003e+06 Ry, 48/(hq)^2 1.92000e+06 Ry, ground shift 3.99e-04 Ry
mean 1/b: N=31 2.97889, N=63 3.00628, extrapolated 3.03281, Bessel 3.03277
B^-1(5,0,0) = -0.193213, asymptote -0.190986
B^-1(10,0,0) = 0.095739, asymptote 0.095493
B^-1(20,0,0) = 0.047777, asymptote 0.047746
1D kernel ratio per site = -0.101021
RK4 limit 2.828427; hbar/Ry = 48.3777 as; Ry = 13.60569 eV; h = 0.5 bohr
N=15: Tmax 1480.0 Ry, N^2 law 1459.0 Ry, dt 1.911e-03 hbar/Ry
N=16: Tmax 1277.2 Ry, N^2 law 1245.0 Ry, dt 2.215e-03 hbar/Ry
N=31: Tmax 6252.9 Ry, N^2 law 6231.7 Ry, dt 4.523e-04 hbar/Ry
N=32: Tmax 5012.2 Ry, N^2 law 4980.1 Ry, dt 5.643e-04 hbar/Ry
N=63: Tmax 25758.5 Ry, N^2 law 25737.2 Ry, dt 1.098e-04 hbar/Ry
N=64: Tmax 19952.6 Ry, N^2 law 19920.6 Ry, dt 1.418e-04 hbar/Ry
N=63 dt = 0.00531 as; continuum corner 3pi^2/h^2 = 118.44 Ry
axis-wise compact: Tmax 72.00 Ry, dt 3.928e-02 hbar/Ry = 1.9005 as
V0 = 2.0 Ry, L = 6.0 bohr, G = 1.047198 1/bohr, 1D level -1.0310084 Ry
continuum ground E = -3.0930252 Ry = -42.08275 eV
<k^2> 0.42998 bohr^-2, <k^4> 0.65495 bohr^-4, <k^6> 1.57276 bohr^-6
predicted err/h^4: Mehrstellen -0.007926, axis-wise -0.019660 Ry/bohr^4
N=8: h 0.75000 bohr, E -3.0960708 Ry, err -3.046e-03 Ry, err/h^4 -0.009626
   finite levels 511, top 152.902 Ry, free Tmax 152.784 Ry
   T(corner)=0 unprojected: spurious -0.03929 Ry (2nd order -0.03927), 7 levels below
N=9: h 0.66667 bohr, E -3.0948351 Ry, err -1.810e-03 Ry, err/h^4 -0.009163
   finite levels 729, top 309.942 Ry, free Tmax 306.928 Ry
N=12: h 0.50000 bohr, E -3.0935621 Ry, err -5.369e-04 Ry, err/h^4 -0.008591
N=13: h 0.46154 bohr, E -3.0934103 Ry, err -3.852e-04 Ry, err/h^4 -0.008489
N=16: h 0.37500 bohr, E -3.0931891 Ry, err -1.640e-04 Ry, err/h^4 -0.008292
N=16: first order with full symbol -1.636e-04 Ry; err = -2.231 meV
N=16 axis-wise compact: E -3.0934224 Ry, err -3.972e-04 Ry
all assertions hold
```
